# Why a Field Does Not Push Antiphase Boundaries in Ferroelectric Hafnia

## What symmetry fixes

Suppose an ordered crystal has lost a translation $T$ of its parent structure. Two domains related by $T$ contain the same atomic arrangement, displaced by part of the larger repeat distance. The boundary between them is an antiphase boundary (APB). Let $Q$ be the cell-doubling distortion that changes sign under $T$. The polarization $P$ and a uniform field $E$ are unchanged:

$$T:(P,Q,E)\rightarrow(P,-Q,E).$$

The parent crystal's energy function is invariant under $T$, so the free-energy densities of the two domains satisfy

$$g(P,Q;E)=g(P,-Q;E).$$

Place the boundary at $x=X$. Moving it by $\delta X$ enlarges the left domain and shrinks the right one, which changes the energy per area by $(g_L-g_R)\delta X$. The pressure toward positive $x$ is minus the derivative of this energy:

$$p=g_R-g_L.$$

For the APB, $p=0$ at every uniform field for which both domains remain on the same branch of states. Equal polarization alone would give less. With $g=g_0-P_sE-\tfrac12\chi E^2$, equal $g_0$ and equal $P_s$ still leave $p=-\tfrac12(\chi_R-\chi_L)E^2$. Translation also makes the susceptibilities $\chi$ equal, and likewise every higher coefficient. A boundary across which the crystal is also rotated need not have this protection.

Zero pressure explains why the field does not push the APB. It does not by itself make the APB permanent: other forces may move it, and pinning must then hold it.

## A wall that is driven and one that is not

A reduced model shows the difference. It keeps one polar mode and one cell-doubling mode, with round numbers in the range of hafnia. Real hafnia has several coupled distortions, so this is not a quantitative description of it. Let $p$ and $q$ now denote $P$ and $Q$ divided by their spontaneous values, let $x$ be normal to the wall, and let the polar axis lie in the wall plane, so that the wall carries no bound charge. Energy density is measured in $f_0$, field in $E_0=f_0/P_s$, and length in $\ell=\sqrt{\kappa/f_0}$, where $\kappa$ is the gradient stiffness of both modes. In these units

$$g=\tfrac14(p^2-1)^2+\tfrac14(q^2-1)^2+\tfrac c2(p^2-1)(q^2-1)-ep,$$

with $e=E/E_0$, and the gradient energy is $\tfrac12(p'^2+q'^2)$. Both modes have the same drag coefficient $\Gamma$, and time is measured in $\Gamma/f_0$. Overdamped motion obeys

$$\dot p=p''-\partial_pg,\qquad \dot q=q''-\partial_qg.$$

For a wall moving steadily at speed $v$, the profiles depend on $x-vt$, so $\dot p=-vp'$ and $\dot q=-vq'$. Multiply the first equation by $p'$, the second by $q'$, and add:

$$-v(p'^2+q'^2)=\frac{d}{dx}\left[\tfrac12(p'^2+q'^2)-g\right].$$

The slopes vanish far from the wall. Integration therefore gives

$$v=\frac{g_R-g_L}{I},\qquad I=\int(p'^2+q'^2)\,dx.$$

The round parameters are $P_s=25$ µC/cm², $E_0=10$ MV/cm, $\ell=0.30$ nm and $c=-0.30$. They give $f_0=P_sE_0=250$ MPa. The applied field is 1 MV/cm, or 1 V across a 10 nm film.

Take first a 180° wall with $+P$ on the left, $-P$ on the right and $E>0$. To first order in field the densities are $g_0\mp P_sE$, so

$$p_{180}=(g_0+P_sE)-(g_0-P_sE)=2P_sE.$$

This is $2(0.25\ \text{C/m}^2)(10^8\ \text{V/m})=50$ MPa. The full uniform states of the model give 49.92 MPa. Direct integration of the equations of motion gives a scaled speed of 0.2232, against 0.2235 from the pressure formula.

For the APB, the same field applied along or against $P$ gives a speed below $10^{-9}$ after an initially lopsided profile has settled. To show that this wall is able to move, replace $-ep$ by $-hq$, where $h$ is a fictitious staggered field that distinguishes the two signs of $Q$. With $h=0.1$ the APB moves at 0.2232, again against a predicted 0.2235. The equality with the 180° wall follows from the model's symmetry between $p$ and $q$. The APB is mobile here, but the electric field does not drive it.

## What the field does to the core

The field still acts inside the boundary. The APB energy per area, in physical units, is

$$\gamma(E)=\int\left[\tfrac{\kappa}{2}(p'^2+q'^2)+g-g_{\rm bulk}\right]dx.$$

When $E$ changes slightly, the profile changes too, but the static profile makes the energy stationary, so that change contributes nothing at first order. The explicit term $-EP$ remains, both in the wall and in the subtracted bulk:

$$\frac{d\gamma}{dE}=-\int(P-P_{\rm bulk})\,dx\equiv D.$$

For negative $c$ the core has reduced polarization. At its centre $q=0$, and without gradients the condition $\partial_pg=0$ at zero field would read $p^2-1-c=0$. This gives $p=\sqrt{0.7}$, or about 21 µC/cm². The computed profile has 22.0 µC/cm², between that value and the bulk value.

The missing dipole is $D=34.7$ pC/m. A field of $10^8$ V/m along $P$ should therefore raise $\gamma$ by about 3.5 mJ/m². The full calculation gives a rise from 67.9 to 71.2 mJ/m²; reversing the field lowers $\gamma$ to 64.2 mJ/m². In a uniform medium this energy does not depend on $X$, so a flat wall still feels no force.

If the field varies in space, the force per area is

$$-\frac{d\gamma(E(X))}{dX}=-D\frac{dE}{dx}.$$

With the zero-field value of $D$, a 10% change of the applied field over 10 nm gives a magnitude of 0.035 MPa. $D$ itself shifts by roughly a tenth at 1 MV/cm, falling for a field along $P$ and rising for a field against it, which is why the two changes of $\gamma$ above are unequal. Either way the force is less than a thousandth of the 180° wall pressure.

The same dipole shows why a polarization measurement is a weak detector of APBs. With one flat APB every 10 nm, the mean polarization falls by $D/(10\ \text{nm})=0.35$ µC/cm², or 1.4% of $P_s$.

## Curvature can remove a loop

An APB enclosing a cylinder of radius $R$, with the polar axis along the cylinder so that the wall again carries no bound charge, has energy $2\pi R\gamma$ per length. Shrinking it by $\delta R$ releases $2\pi\gamma\,\delta R$ while the wall sweeps a volume $2\pi R\,\delta R$ per length. The inward pressure is their ratio, $\gamma/R$. For $R=10$ nm it is $67.9\ \text{mJ/m}^2/10\ \text{nm}=6.8$ MPa.

It might seem that a field along $P$, by raising $\gamma$, would speed up this shrinkage. In the present model it does not at leading order. For a static wall, the bracket in the integrated equation of motion is constant, so $\tfrac{\kappa}{2}(p'^2+q'^2)=g-g_{\rm bulk}$. Substitution into $\gamma$ gives $\gamma=\kappa I$, with $I$ now in physical length units. Balancing drag against curvature,

$$\Gamma I\frac{dR}{dt}=-\frac{\kappa I}{R}
\quad\Longrightarrow\quad
\frac{d(R^2)}{dt}=-\frac{2\kappa}{\Gamma}.$$

The field changes energy and drag in the same proportion. Radial simulations give a scaled shrink rate of 2.01 at zero field and at 1 MV/cm in either direction. The cancellation uses equal stiffness-to-drag ratios for the two modes; otherwise a field could alter the rate.

## Pinning supplies the resistance

A continuum wall has no preferred position, but a lattice of period $a$ gives it one. Approximate the wall energy by

$$\gamma(X)=\gamma_{\min}+\frac{\Delta\gamma}{2}\left(1-\cos\frac{2\pi X}{a}\right).$$

Its slope is $(\pi\Delta\gamma/a)\sin(2\pi X/a)$, so the largest restoring pressure is

$$p_{\rm pin}=\frac{\pi\Delta\gamma}{a}.$$

A discrete chain with $a=0.50$ nm gives $\Delta\gamma=4.64$ mJ/m², hence $p_{\rm pin}\approx29$ MPa. Under a staggered field supplying about half this pressure, the wall stays in place. At about twice this pressure, it crosses the remaining 20 sites and leaves the chain. The estimate is thus supported within a factor of two.

Equating $\gamma/R$ to $p_{\rm pin}$ gives $R=\gamma/p_{\rm pin}\approx2.3$ nm. It is tempting to read this as the radius above which a loop is held at zero temperature, and the output labels it that way. That reading would require every part of the loop to be pinned as strongly as a straight wall aligned with the lattice. A round loop has steps, and a step can run along the wall without lifting a whole straight segment over the barrier. When the same model is placed on a square lattice of period 0.50 nm, round loops with starting radii from 1.5 to 10 nm all shrink away at zero temperature. The pinning pressure found here therefore describes flat, aligned walls and does not give a holding radius for loops.

Temperature weakens the pinning of flat walls too. The barrier for moving a rigid 1 nm² patch is 0.029 eV, close to the thermal energy of 0.026 eV at 300 K. For 100 nm² it is 2.9 eV. A real wall can advance through small bulges, whose edge energy is not calculated here, so these figures do not predict a lifetime.

## An indirect route through a 180° wall

Consider three domains, written as signs of $(P,Q)$:

$$(-,+)\;|\;(+,+)\;|\;(+,-).$$

The first boundary is a 180° wall and the second is an APB. A field favouring $-P$ drives the first toward the second. When they overlap, $(p^2-1)(q^2-1)$ is positive, and negative $c$ lowers the energy: the walls attract. If they bind, the combined wall $(-,+)|(+,-)$ still feels about $2P_s|E|$, because $g$ is even in $Q$. It can carry the APB out of the crystal.

In a scan from 0.4 to 2.5 MV/cm, the APB is swept away at fields up to 0.8 MV/cm. From 1.0 MV/cm upward the polarization reverses but the APB remains. In this continuum model, the stronger field is therefore less effective at removing the boundary.

Pinning can close this route. In the bound pair the two walls have nearly equal drag, so the APB needs about half the total pressure, $P_s|E|$. At the observed limit of 0.8–1.0 MV/cm, the attraction transmits about 20–25 MPa. The estimated depinning pressure, 29 MPa, is higher. On the discrete chain with these parameters, the APB is not swept at any field tried between 0.5 and 3 MV/cm. Up to 0.55 MV/cm a 180° wall that starts far from the APB is itself pinned; one that starts within two or three sites is drawn in by the attraction. At 0.60–0.70 MV/cm the 180° wall crosses the APB and is held about one site beyond it while the APB stays in place, and from 0.80 MV/cm upward it breaks free and leaves the APB behind. Weaker pinning or stronger attraction could reopen the route.

## Reading this for a memory capacitor

The thickness, polarization and applied field are in the rough range of ferroelectric hafnia capacitors. The model's uniform reversal field, 3.5 MV/cm, is well above a rough device switching field of 1 MV/cm; real films can switch by nucleation and wall motion. The wall is only about two lattice periods wide (the uncoupled profile has width $2\sqrt2\,\ell\approx0.85$ nm by its central slope; the coupling widens it slightly and the tails reach further), so the speeds and sweeping fields are illustrative. Real electrodes also break the ideal-field assumption. A 0.5 nm interface layer with relative permittivity 30, the value also assumed for the film in this estimate, produces a depolarizing field of 0.45 MV/cm in a uniformly polarized film. This can shift the 180° wall pressure by up to about 22 MPa, helping early reversal and opposing its completion. It is the same on both sides of an APB and adds no volume pressure there. Elastic interactions, charged defects and leakage are omitted.

For practice, raising a uniform field is not a direct way to clear APBs. It also uses up breakdown margin: 1 MV/cm is 20% of a rough 5 MV/cm limit, the top of the continuum scan is 50%, and the 3 MV/cm reached on the chain is 60%. Preventing APBs while the film crystallizes avoids relying on a force that the field does not supply. If they are already present, heating can assist escape from pinning, provided some other force, such as curvature, favours removal. Slow reversal at low field is worth trying only where 180° walls move at that field and attract APBs strongly enough to overcome their pinning; both conditions need to be established for the film in question. The numerical output below gives the values behind these estimates, except for the sweep on the discrete chain and the loops on the square lattice, whose results are stated in the text.

## Computed results

```
Spontaneous polarization: 25.0 uC/cm2
Field scale: 10.0 MV/cm
Energy density scale: 250.0 MPa
Length scale: 0.30 nm
Coupling c: -0.30 (dimensionless)
Film thickness: 10.0 nm
Applied field: 1.00 MV/cm
Voltage across film: 1.00 V
Uniform reversal field: 3.50 MV/cm
180-degree wall pressure, full: 49.92 MPa
180-degree wall pressure, 2PsE: 50.00 MPa
180-degree wall speed, simulated: 0.2232 (scaled)
180-degree wall speed, formula: 0.2235 (scaled)
APB speed bound in +/-E: 6.5e-10 (scaled)
APB speed in staggered field, simulated: 0.2232 (scaled)
APB speed in staggered field, formula: 0.2235 (scaled)
Polarization at APB centre: 21.98 uC/cm2
APB energy at zero field: 67.86 mJ/m2
APB energy, field along P: 71.17 mJ/m2
APB energy, field against P: 64.18 mJ/m2
Missing core dipole per area: 34.68 pC/m
Energy slope from finite difference: 34.68 pC/m
Loop shrink rate of R^2, zero field: 2.0109 (scaled)
Loop shrink rate of R^2, field along P: 2.0101 (scaled)
Loop shrink rate of R^2, field against P: 2.0119 (scaled)
Curvature pressure at R = 10 nm: 6.79 MPa
Lattice period used for pinning: 0.50 nm
Lattice pinning barrier: 4.642 mJ/m2
Estimated depinning pressure: 29.17 MPa
Chain advance at 0.5 of estimate: 0 sites
Chain advance at 2.0 of estimate: 20 sites
Smallest loop radius held at 0 K: 2.33 nm
Largest scanned field that sweeps APB: 0.80 MV/cm
Smallest scanned field that leaves APB: 1.00 MV/cm
Temperature: 300 K
Thermal energy: 0.0259 eV
Pinning barrier of 1 nm2 patch: 0.0290 eV
Pinning barrier of 100 nm2 patch: 2.90 eV
Pressure from 10% field change over film: 0.0347 MPa
Interface layer thickness: 0.50 nm
Relative permittivity of film and layer: 30
Depolarizing field from layer: 0.45 MV/cm
Rough breakdown field: 5.0 MV/cm
Applied/breakdown field: 0.20
Largest scanned/breakdown field: 0.50
```
